# Spin-Orbit and Strain Splitting of the Silicon-Vacancy Ground Doublet in Diamond

A negative silicon-vacancy centre has been implanted and annealed, and its ground-state splitting is found to be 0.66 meV. Without strain it would be 0.20 meV. How large a splitting would strain alone produce in this centre? Plain subtraction gives 0.46 meV. Subtraction of squares gives $\sqrt{0.66^2-0.20^2}=0.63$ meV, and hence a strain larger by more than a third. The theorem below decides for the second procedure and states its conditions.

## Setting and conventions

The centre has point group $D_{3d}$. Its ground term is $^2E_g$: an orbital doublet with real partners $e_x,e_y$ and spin 1/2. Let $z$ be the defect axis and let $x$ lie in a mirror plane. The partners are chosen to transform like the coordinates $x,y$ under the threefold rotations and under the mirror $y\to-y$. Inversion changes neither products of two even orbitals nor the strain, so it adds no condition.

Matrices $\sigma_x,\sigma_y,\sigma_z$ are Pauli matrices in the orbital basis $(e_x,e_y)$, and $s_x,s_y,s_z$ are Pauli matrices of the spin, whose angular momentum is $\mathbf s/2$. The algebra uses atomic units, $\hbar=m_e=|e|=1$. All parameters describe the $^2E_g$ term itself, so the signs that distinguish a hole from an electron are already contained in them.

**Assumptions.** (A1) There is no magnetic field. (A2) The Hamiltonian is restricted to the four states of the doublet. (A3) Spin-orbit coupling and strain are each kept to first order.

**Theorem.** Under A1 to A3,

$$H=E_0+K,\qquad K=\frac{\lambda}{2}\sigma_y s_z+\alpha\sigma_z+\beta\sigma_x ,$$

where $\alpha,\beta$ are linear in the strain. Spin-orbit coupling alone splits the term by $|\lambda|$, and strain alone by $\delta=2\sqrt{\alpha^2+\beta^2}$. Together they produce two twofold levels separated by

$$\Delta=\sqrt{\lambda^2+\delta^2}.$$

## Lemma 1: the spin-orbit term

*To first order, the spin-orbit coupling in the doublet is $(\lambda/2)\sigma_y s_z$.*

**Proof.** Time reversal complex-conjugates the orbital matrices and reverses the spin. Thus $1,\sigma_x,\sigma_z$ are even, $\sigma_y$ is odd and every $s_i$ is odd. An invariant operator that contains the spin must therefore have the form $\sigma_y(\mathbf v\cdot\mathbf s)$ with a real vector $\mathbf v$.

A rotation about $z$ leaves $\sigma_y$ unchanged, because $\sigma_y$ generates such rotations in the $(e_x,e_y)$ plane. The same rotation turns $(s_x,s_y)$ by 120 degrees. An invariant $\mathbf v$ must thus point along $z$. The mirror reverses both $\sigma_y$ and $s_z$, the latter because spin is an axial vector, so the product is allowed. Writing $v_z=\lambda/2$ gives the claim. $\square$

Since $\sigma_y s_z$ has eigenvalues $\pm1$, each twice, the energies are $\pm\lambda/2$ and the splitting is $|\lambda|$. From here on $\lambda>0$.

## Lemma 2: the strain term

*Apart from a common shift, strain acts as $\alpha\sigma_z+\beta\sigma_x$ with*

$$\alpha=d(\varepsilon_{xx}-\varepsilon_{yy})+f\varepsilon_{zx},\qquad \beta=2d\,\varepsilon_{xy}-f\varepsilon_{yz}.$$

**Proof.** Strain changes the electrostatic potential, which acts on orbitals alone and is even under time reversal. Its orbital matrix is therefore real and symmetric: a multiple of the identity, which goes into $E_0$, plus $M=\alpha\sigma_z+\beta\sigma_x$.

Put $w=\alpha+i\beta=re^{i\chi}$. Then $M=r(2uu^T-1)$ with $u=(\cos\frac{\chi}{2},\sin\frac{\chi}{2})^T$, as the double-angle formulas show. A rotation by $\theta$ turns $u$ by $\theta$, hence $\chi$ by $2\theta$, and $w\to e^{2i\theta}w$.

Group the strain components in the same way:

$$g_1=\varepsilon_{xx}-\varepsilon_{yy}+2i\varepsilon_{xy}\to e^{2i\theta}g_1,\qquad g_2=\varepsilon_{zx}+i\varepsilon_{yz}\to e^{i\theta}g_2,$$

while $\varepsilon_{xx}+\varepsilon_{yy}$ and $\varepsilon_{zz}$ do not change. The most general real-linear expression for $w$ contains $g_1,g_1^*,g_2,g_2^*$ and the two invariants. Each term must acquire the factor $e^{2i\theta}$ for $\theta=2\pi/3$. The quantity $g_1$ does. So does $g_2^*$, because $e^{-i\theta}=e^{2i\theta}$ when $e^{3i\theta}=1$. The others do not. Hence $w=d\,g_1+f\,g_2^*$.

The mirror changes $w,g_1,g_2$ into their complex conjugates, which forces $d$ and $f$ to be real. Real and imaginary parts give the two formulas. $\square$

The sign of $f$ belongs to a choice of axes. A half-turn of the axes about $z$ reverses $\varepsilon_{zx}$ and $\varepsilon_{yz}$ but leaves the in-plane components alone, so $f$ changes sign. Reversing $y$ and $z$ at fixed $x$ changes its sign too. A value of $f$ is therefore usable only together with the directions of both $x$ and $z$.

## Proof of the theorem

The square of $K$ contains three squares and three anticommutators. Each of $\sigma_y s_z,\sigma_z,\sigma_x$ squares to one. The anticommutators vanish because different orbital Pauli matrices anticommute while $s_z$ commutes with all of them:

$$\{\sigma_y s_z,\sigma_z\}=\{\sigma_y,\sigma_z\}s_z=0,\qquad \{\sigma_y s_z,\sigma_x\}=\{\sigma_y,\sigma_x\}s_z=0,\qquad \{\sigma_z,\sigma_x\}=0 .$$

Therefore

$$K^2=\left(\frac{\lambda^2}{4}+\alpha^2+\beta^2\right)1=\frac{\lambda^2+\delta^2}{4}\,1=\frac{\Delta^2}{4}\,1 .$$

Every eigenvalue of $K$ is $+\Delta/2$ or $-\Delta/2$. All three terms are traceless, so the four eigenvalues sum to zero and each sign occurs twice. The separation is $\Delta$. Setting $\lambda=0$ gives the strain-only splitting $\delta$. $\square$

The same result can be seen at fixed spin $s=\pm1$, which is possible because $s_z$ commutes with $K$:

$$K_s=\begin{pmatrix}\alpha&\beta-is\lambda/2\\ \beta+is\lambda/2&-\alpha\end{pmatrix}.$$

Strain supplies the diagonal and the real part of the coupling, and spin-orbit interaction supplies the imaginary part. The modulus of a complex number adds these parts in quadrature. Both spins give the same energies, as Kramers degeneracy requires.

**Remark (what breaking the threefold axis does).** The strained centre no longer has the symmetry used in Lemma 1, so products of strain and spin-orbit coupling can add $s_x$ and $s_y$. The first part of that proof still holds: at zero field, every time-reversal-invariant Hamiltonian on the four states is $E_0+\sigma_y(\mathbf v\cdot\mathbf s)+\alpha\sigma_z+\beta\sigma_x$. Since $(\mathbf v\cdot\mathbf s)^2=|\mathbf v|^2$, the same squaring gives

$$\Delta=2\sqrt{|\mathbf v|^2+\alpha^2+\beta^2}.$$

Higher-order terms thus leave the quadrature structure intact. They make $|\mathbf v|$ depend on strain, and $\alpha,\beta$ cease to be the first-order values. What fails is the use of a fixed $\lambda$ taken from the unstrained centre.

## Consequences

**Corollary 1 (limits).** Expanding the square root gives

$$\Delta\simeq\lambda+\frac{\delta^2}{2\lambda}\quad(\delta\ll\lambda),\qquad \Delta\simeq\delta+\frac{\lambda^2}{2\delta}\quad(\delta\gg\lambda).$$

A weakly strained centre responds quadratically and is a poor strain gauge. Solving for $\delta=\sqrt{\Delta^2-\lambda^2}$ and differentiating at fixed $\lambda$ gives $d\delta/d\Delta=\Delta/\delta$: a small error in $\Delta$ is strongly magnified when $\delta$ is small.

**Corollary 2 (orbital moment).** *In the upper and lower levels, $\langle\sigma_y s_z\rangle=\pm\lambda/\Delta$.*

Write $A=\sigma_y s_z$. The anticommutators above leave $\{A,K\}=(\lambda/2)\,2A^2=\lambda$. For a normalized state with $K\psi=\pm(\Delta/2)\psi$, the expectation value of the left side is $\pm\Delta\langle A\rangle$. Equating the two gives the claim. Strain mixes the two circulating orbitals into standing ones and so reduces the orbital moment tied to the spin.

**Corollary 3 (several strain sources).** Strains from the lattice and from the device add first as vectors $(\alpha,\beta)$. If two sources alone give $\delta_1,\delta_2$ and their vectors enclose an angle $\varphi$, then

$$\Delta^2=\lambda^2+\delta_1^2+\delta_2^2+2\delta_1\delta_2\cos\varphi .$$

For parallel vectors the strain splittings add, and for opposite ones they subtract, cancelling fully only if they are equal. Quadrature follows from anticommuting terms and is no general rule for two perturbations. A measured $\Delta$ also fixes only the length of the resultant strain vector, not its direction.

## The dynamic Jahn-Teller effect

The electronic doublet couples to vibrations of $E_g$ symmetry, represented here by a single effective pair of modes. The lowest vibronic level is again a doublet, but its $\lambda,\alpha,\beta$ are smaller than the electronic ones.

**Lemma 3.** *For linear coupling to a single pair of modes, and a lowest doublet of vibronic angular momentum $j=\pm1/2$, projection onto that doublet multiplies $\sigma_y$ by $p$ and $\sigma_z,\sigma_x$ by $q=(1+p)/2$.*

**Proof.** With dimensionless coordinates $Q_x,Q_y$, vibrational quantum $\omega$ and Jahn-Teller energy $E_{JT}$,

$$H_{JT}=\omega(n_x+n_y+1)+k(\sigma_zQ_x+\sigma_xQ_y),\qquad k=\sqrt{2E_{JT}\omega}.$$

Let $|\pm\rangle=(e_x\pm ie_y)/\sqrt2$, so that $\sigma_y|\pm\rangle=\pm|\pm\rangle$. Direct multiplication gives $\sigma_z|\pm\rangle=|\mp\rangle$ and $\sigma_x|\pm\rangle=\pm i|\mp\rangle$. The coupling becomes

$$k\left[\,|-\rangle\langle+|\,(Q_x+iQ_y)+|+\rangle\langle-|\,(Q_x-iQ_y)\right].$$

The factor $Q_x+iQ_y$ raises the vibrational angular momentum $\ell$ by one while $\sigma_y/2$ falls by one, so $j=\ell+\sigma_y/2$ is conserved. The state with $j=1/2$ and its time-reversed orbital partner are

$$\Psi_+=|+\rangle F_0+|-\rangle F_1,\qquad \Psi_-=|-\rangle F_0+|+\rangle F_1^*,$$

where the subscript is $\ell$ and $F_0$ is chosen real. Let $a,b$ be the squared norms of $F_0,F_1$, with $a+b=1$. Then $\langle\Psi_\pm|\sigma_y|\Psi_\pm\rangle=\pm(a-b)$, so $p=a-b$. The off-diagonal elements of $\sigma_y$ vanish because functions of different $\ell$ are orthogonal.

Next, $\sigma_z\Psi_+=|-\rangle F_0+|+\rangle F_1$. Its overlap with $\Psi_-$ is $a+\langle F_1^*|F_1\rangle=a$, since $F_1^*$ has $\ell=-1$. Its overlap with $\Psi_+$ vanishes for the same reason. Similarly $\sigma_x\Psi_+=i|-\rangle F_0-i|+\rangle F_1$ has overlap $ia$ with $\Psi_-$. These are the electronic matrix elements multiplied by $q=a=(1+p)/2$. $\square$

If $\lambda_0,\alpha_0,\beta_0$ are electronic values, the theorem applies with $\lambda=p\lambda_0$, $\alpha=q\alpha_0$ and $\beta=q\beta_0$. Clamped-nucleus results must therefore be reduced before they are inserted: the spin-orbit splitting by $p$ and the strain splitting by $q$. A splitting measured on the unstrained centre already contains the reduction.

The relation $q=(1+p)/2$ rests on a real $F_0$. A real centre couples to many modes. With pairs of different frequency $F_0$ can no longer be chosen real, the overlap becomes $\langle F_0^*|F_0\rangle\le a$, and $q\le(1+p)/2$. Two pairs with quanta 40 and 120 meV and $E_{JT}=20$ meV each give $p=0.229$ and $q=0.603$, against $(1+p)/2=0.614$. The theorem still applies, but $p$ and $q$ must then be found separately.

## Worked example: a stressed diamond device

Take uniaxial stress along $[100]$ with axial strain $e=1\times10^{-4}$ and Poisson ratio $\nu=0.10$. With a rough Young modulus of 1050 GPa the stress is 0.11 GPa. Rough typical parameters, taken as effective values that already include the vibronic reduction, are $\lambda=0.200$ meV, $d=5.0$ eV and $f=-1.0$ eV, for axes $x\parallel[\bar1\bar12]$, $y\parallel[1\bar10]$, $z\parallel[111]$.

The unit vector $[100]$ has components $n=(-1/\sqrt6,\,1/\sqrt2,\,1/\sqrt3)$ in these axes, and the strain is $e[(1+\nu)nn^T-\nu 1]$. The part proportional to the identity drops out of $\alpha$ and $\beta$. With $e(1+\nu)=1.1\times10^{-4}$,

$$\varepsilon_{xx}-\varepsilon_{yy}=-3.667\times10^{-5},\quad \varepsilon_{xy}=-3.175\times10^{-5},$$
$$\varepsilon_{zx}=-2.593\times10^{-5},\quad \varepsilon_{yz}=4.491\times10^{-5}.$$

Lemma 2 gives, in meV,

$$\alpha=5000(-3.667\times10^{-5})-1000(-2.593\times10^{-5})=-0.157,$$
$$\beta=10000(-3.175\times10^{-5})+1000(4.491\times10^{-5})=-0.273 .$$

Hence $\delta=2\sqrt{0.157^2+0.273^2}=0.630$ meV and

$$\Delta=\sqrt{0.200^2+0.630^2}=0.661\ \text{meV},$$

or about 160 GHz. The plain sum would be 0.830 meV. Within the effective doublet, the orbital moment factor of Corollary 2 is $\lambda/\Delta=0.30$, compared with 1 in the unstrained centre. The electronic expectation value is smaller by about the further factor $p$ in both cases.

Half-turns about the cube axes carry $[111]$ into the other three defect axes and leave this strain unchanged. All four orientations therefore have the same splitting under this particular stress.

With the other parameters fixed, a strain of $1\times10^{-5}$ gives $\Delta=0.210$ meV, a rise of only 5% above $\lambda$. At $3\times10^{-5}$ it is 0.275 meV, close to the crossover $\delta=\lambda$, where $\Delta=\sqrt2\,\lambda$. At $3\times10^{-4}$ it is 1.90 meV and strain dominates.

The result is sensitive to the sign of $f$: reversing it at fixed axes raises $\Delta$ from 0.66 to 0.86 meV. The reason is visible when the components of $n$ are inserted in Lemma 2:

$$\delta=4e(1+\nu)\left|\frac d3+\frac f{\sqrt{18}}\right| .$$

The two contributions oppose each other for $f<0$ and reinforce each other for $f>0$.

## Size of what was neglected

**Higher vibronic levels.** With rough values $\omega=80$ meV and $E_{JT}=40$ meV, diagonalization of the linear model gives $p=0.297$ and $q=0.649$, in agreement with Lemma 3. An electronic spin-orbit splitting of 0.67 meV is then needed to produce $\lambda=0.20$ meV, and an electronic strain splitting of $0.63/0.649=0.97$ meV to produce $\delta=0.63$ meV. The next vibronic level lies 49 meV above the doublet. When the full vibronic Hamiltonian includes both perturbations, the largest deviation from the theorem over twelve strain directions is $4\times10^{-5}$ of $\Delta$.

A quadratic coupling that creates a 3 meV barrier between the minima raises this deviation to $4\times10^{-4}$ of $\Delta$. Both figures concern these model parameters at the example's $\lambda$ and $\delta$. They do not include terms quadratic in the strain tensor or other electronic levels.

**A third orbital.** How another electronic level enters can be seen in a model with orbitals $x,y,z$ and the full coupling $\lambda\,\mathbf L\cdot\mathbf s/2$. The third orbital lies at height $D$ and couples to the doublet through $W$. Elimination of that orbital adds $-WW^\dagger/D$ to leading order, so the error falls as $1/D$. For $\lambda=1$, $\alpha=0.4$, $\beta=0.3$ and strain couplings 0.2 and 0.1 to the third orbital, the error in $\Delta$ is $3.2\times10^{-3}$ at $D=100$ and $3.2\times10^{-4}$ at $D=1000$. This model shows the scaling and does not estimate the error for the real centre.

**Magnetic field.** A field breaks A1 and in general splits each Kramers pair. An exception in this model is an unstrained centre in a field exactly across the axis, whose pairs stay degenerate. For the strained example at 0.1 T, with a rough orbital Zeeman factor of 0.1, the largest such splitting is 0.012 meV for a field along the axis and 0.011 meV across it. The distance between the centres of the two pairs changes by at most $1\times10^{-5}$ meV in these two cases. For this example at 0.1 T the formula remains useful for that mean distance, but individual transitions need the Zeeman terms. At stronger fields the mean distance can change as well: in the unstrained centre, 3 T across the axis doubles it.

**Temperature.** Temperature does not enter $\Delta$ in this model, but it decides how far the splitting isolates the lower pair. In thermal equilibrium the upper pair holds the share $1/(1+e^{\Delta/k_BT})$, the equal degeneracies cancelling. At 4 K, where $k_BT=0.34$ meV, the share is 36% without strain and 13% in the example. At 0.1 K it is negligible in both cases. These are populations and do not by themselves give a coherence time.

## The real centre

The value $\lambda=0.2$ meV, roughly 50 GHz, is of the size known for the ground state of this centre. The coefficient $d$ has the right order of magnitude. The value of $f$ is only illustrative: magnitudes several times larger have been quoted, so not even its first digit is safe. This matters for stress along $[100]$, where the two terms compete. With $d=5.4$ eV the same strain gives $\Delta\approx0.21$ meV for $f=-7$ eV and $\Delta\approx1.5$ meV for $f=+7$ eV. The 0.66 meV of the example is therefore no prediction for a real centre at 0.11 GPa. The example describes a deliberately stressed device.

The example also assumes a single, known strain. In an implanted device, residual implantation damage, surfaces and electrodes can add their own tensors, which may differ from one centre to the next. Suppose that a residual strain of the same pattern, but one tenth of the size, adds to or subtracts from the applied one. Then $\delta$ changes by 0.063 meV, and $\Delta$ changes by about $(\delta/\Delta)\times0.063=0.06$ meV, or 9%. This is far larger than the vibronic error found above. For a centre described by these parameters, better knowledge of the local strain and of $d$ and $f$ therefore improves the predicted splitting more than a correction for the higher vibronic levels would. The numerical output below lists the values used here.

## Table of computed values

```
spin-orbit splitting lambda (rough input): 0.200 meV
strain coefficient d (rough input): 5.0 eV
strain coefficient f (rough input): -1.0 eV
axial strain along [100] (input): 1.0e-04
Poisson ratio (rough input): 0.10
Young modulus (rough input): 1050 GPa
stress along [100]: 0.11 GPa
defect frame eps_xx - eps_yy: -3.667e-05
defect frame eps_xy: -3.175e-05
defect frame eps_zx: -2.593e-05
defect frame eps_yz: 4.491e-05
alpha: -0.1574 meV
beta: -0.2726 meV
strain-only splitting delta: 0.6296 meV
total splitting Delta (diagonalized): 0.6606 meV
total splitting Delta: 159.7 GHz
plain sum lambda + delta: 0.8296 meV
orbital moment factor lambda/Delta: 0.3027
Delta with opposite sign of f: 0.8606 meV
sweep: strain 0e+00, Delta 0.2000 meV
sweep: strain 1e-05, Delta 0.2097 meV
sweep: strain 3e-05, Delta 0.2751 meV
sweep: strain 1e-04, Delta 0.6606 meV
sweep: strain 3e-04, Delta 1.8994 meV
L.S model, relative gap 100: error 3.16e-03 (lambda=1)
L.S model, relative gap 1000: error 3.19e-04 (lambda=1)
vibrational quantum (rough input): 80 meV
Jahn-Teller energy (rough input): 40 meV
warping coupling (rough input): 1.5 meV
warping barrier: 3.00 meV
linear vibronic: p = 0.2970, q = 0.6485
linear vibronic: next level at 48.9 meV
linear vibronic: bare spin-orbit splitting 0.673 meV
linear vibronic: largest relative error of Delta 4.0e-05
warped vibronic: p = 0.2961, q = 0.6480
warped vibronic: next level at 45.9 meV
warped vibronic: bare spin-orbit splitting 0.675 meV
warped vibronic: largest relative error of Delta 3.7e-04
magnetic field (input): 0.1 T
orbital Zeeman factor (rough input): 0.1
field across axis: change of mean gap 9.3e-06 meV
field across axis: largest Kramers splitting 0.0110 meV
field along axis: change of mean gap 9.2e-07 meV
field along axis: largest Kramers splitting 0.0119 meV
thermal energy at 4.0 K: 0.3447 meV
upper share at 4.0 K, no strain: 3.59e-01
upper share at 4.0 K, strained: 1.28e-01
thermal energy at 0.1 K: 0.0086 meV
upper share at 0.1 K, no strain: 8.33e-11
upper share at 0.1 K, strained: 5.08e-34
```
